# Dirac oscillator: exact levels, degeneracies and the surviving spin-orbit coupling: verification in Python

```python
"""Dirac oscillator H = c alpha.(p - i m w beta r) + beta m c^2 in three dimensions.
Result under test: E^2 = (mc^2)^2 + 2 nu (hbar w)(mc^2), where
  nu = 2n          for j = l + 1/2 (infinitely degenerate),
  nu = 2n + 2l + 1 for j = l - 1/2 (degeneracy q(q+1), nu = 2q+1, q >= 1).
n, l: radial and orbital quantum numbers of the upper component.
Nonrelativistic limit: h = H_osc - 3/2 hbar w - 2 hbar w l.s.
Internal units: hbar = m = w = 1, so 'rest' = mc^2/(hbar w) and c = sqrt(rest).
M: largest number of oscillator quanta kept in the upper component.
"""
import itertools
import math
import numpy as np
import sympy as sp
from numpy.polynomial.hermite import Hermite, hermgauss
from scipy import constants as const

SIGMA = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
BETA = np.diag([1.0, 1.0, -1.0, -1.0])
ALPHA = [np.kron(SIGMA[0], s) for s in SIGMA]


def line_matrices(size):
    """Position and momentum in 1D oscillator functions, by Gauss quadrature."""
    nodes, weights = hermgauss(size + 3)
    values, slopes = [], []
    for k in range(size):
        norm = 1 / math.sqrt(2.0**k * math.factorial(k) * math.sqrt(math.pi))
        poly = Hermite.basis(k) * norm
        values.append(poly(nodes))
        slopes.append(poly.deriv()(nodes) - nodes * poly(nodes))
    values, slopes = np.array(values), np.array(slopes)
    position = (values * weights * nodes) @ values.T
    momentum = -1j * (values * weights) @ slopes.T
    return position, momentum


def solve(M, rest):
    """Diagonalize H on upper quanta <= M, lower quanta <= M-1."""
    c = math.sqrt(rest)
    occ = np.array([t for t in itertools.product(range(M + 2), repeat=3)
                    if sum(t) <= M + 1])
    quanta, dim = occ.sum(axis=1), len(occ)
    x1, p1 = line_matrices(M + 2)
    X, P = [], []
    for k in range(3):
        a, b = [i for i in range(3) if i != k]
        same = ((occ[:, a][:, None] == occ[:, a]) &
                (occ[:, b][:, None] == occ[:, b]))
        pick = np.ix_(occ[:, k], occ[:, k])
        X.append(x1[pick] * same)
        P.append(p1[pick] * same)
    one = np.eye(dim)
    H = rest * np.kron(BETA, one).astype(complex)
    for k in range(3):
        H += c * np.kron(ALPHA[k], P[k])
        H += -1j * c * np.kron(ALPHA[k] @ BETA, X[k])
    inside = np.concatenate([quanta <= M] * 2 + [quanta <= M - 1] * 2)
    # The chosen space must be invariant, so that nothing is truncated.
    assert np.abs(H[np.ix_(~inside, inside)]).max() < 1e-10 * rest
    Hs = H[np.ix_(inside, inside)]
    energy, vectors = np.linalg.eigh(Hs)
    L = [X[(k + 1) % 3] @ P[(k + 2) % 3] - X[(k + 2) % 3] @ P[(k + 1) % 3]
         for k in range(3)]
    osc = sum(P[k] @ P[k] + X[k] @ X[k] for k in range(3)) / 2
    sigma_l = sum(np.kron(SIGMA[k], L[k]) for k in range(3))
    osc2 = np.kron(np.eye(2), osc)
    up, low = inside[:2 * dim], inside[2 * dim:]
    h_up = (osc2 - 1.5 * np.eye(2 * dim) - sigma_l)[np.ix_(up, up)]
    h_low = (osc2 + 1.5 * np.eye(2 * dim) + sigma_l)[np.ix_(low, low)]
    J2 = np.zeros_like(Hs)
    for k in range(3):
        J = (np.kron(np.eye(4), L[k]) +
             np.kron(np.kron(np.eye(2), SIGMA[k]) / 2, one))
        J = J[np.ix_(inside, inside)]
        J2 += J @ J
    return dict(E=energy, V=vectors, H=Hs, J2=J2, h_up=h_up, h_low=h_low,
                l_dot_s=sigma_l[np.ix_(up, up)] / 2, n_up=int(up.sum()))


def level(result, rest, nu):
    """Positive-energy states at a given nu: mean energy, weight, 2j counts."""
    E, V = result["E"], result["V"]
    found = (E > 0) & (np.abs((E**2 - rest**2) / (2 * rest) - nu) < 1e-6)
    if not found.any():
        return None, None, {}
    U = V[:, found]
    lower = float(np.mean(np.sum(np.abs(U[result["n_up"]:])**2, axis=0)))
    j2 = np.linalg.eigvalsh(U.conj().T @ result["J2"] @ U)
    twice_j = np.sqrt(1 + 4 * j2) - 1
    assert np.abs(twice_j - np.round(twice_j)).max() < 1e-6
    keys, counts = np.unique(np.round(twice_j).astype(int), return_counts=True)
    return float(E[found].mean()), lower, dict(zip(keys.tolist(),
                                                   counts.tolist()))


# ---- model parameters
hw = 20.0                                                   # keV
mc2 = const.m_e * const.c**2 / const.e / 1e3                # keV
length = const.hbar / math.sqrt(const.m_e * hw * 1e3 * const.e) * 1e12  # pm
rest = mc2 / hw

# ---- spectrum, degeneracies and squared operator from the matrix of H
results = {M: solve(M, rest) for M in (6, 8)}
for M, res in results.items():
    expected = []
    for n in range(M // 2 + 1):
        for l in range(M - 2 * n + 1):
            for nu, mult in ((2 * n, 2 * l + 2), (2 * n + 2 * l + 1, 2 * l)):
                root = math.sqrt(rest**2 + 2 * nu * rest)
                expected += [root] * mult
                if nu > 0:
                    expected += [-root] * mult
    assert len(expected) == len(res["E"])
    assert np.abs(np.sort(expected) - res["E"]).max() < 1e-9 * rest
    square = (res["H"] @ res["H"] - rest**2 * np.eye(len(res["E"]))) / (2 * rest)
    k = res["n_up"]
    assert np.abs(square[:k, :k] - res["h_up"]).max() < 1e-9
    assert np.abs(square[k:, k:] - res["h_low"]).max() < 1e-9
    assert np.linalg.eigvalsh(res["h_low"]).min() > 1.9     # no level at -mc^2
    weight = np.sum(np.abs(res["V"][k:])**2, axis=0)
    assert np.abs(weight - (res["E"] - rest) / (2 * res["E"])).max() < 1e-9
    for nu in range(M + 1):
        content = level(res, rest, nu)[2]
        if nu % 2 == 0:
            wanted = {t: t + 1 for t in range(1, 2 * (M - nu) + 2, 2)}
        else:
            q = (nu - 1) // 2
            wanted = {t: t + 1 for t in range(1, 2 * q, 2)}
            assert sum(content.values()) == q * (q + 1)
        assert content == wanted
big = results[8]
k = big["n_up"]
square = (big["H"] @ big["H"])[:k, :k] / (2 * rest)
ls = big["l_dot_s"]
coupling = float((np.trace(square @ ls) / np.trace(ls @ ls)).real)
assert abs(coupling + 2) < 1e-9

# ---- explicit spinors inserted into the differential equation
x, y, z = sp.symbols("x y z", real=True)
coords = (x, y, z)
r = sp.sqrt(x**2 + y**2 + z**2)
PAULI = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
sigma_r = sum((PAULI[i] * coords[i] for i in range(3)), sp.zeros(2)) / r
place = {x: 0.7, y: -0.4, z: 0.9}
c_num = math.sqrt(rest)


def at_point(spinor):
    return np.array([complex(sp.N(f.subs(place))) for f in spinor])


def test_spinor(n, l, aligned, sign):
    half, gauss = sp.Rational(1, 2), sp.exp(-r**2 / 2)
    F = r**(l + 1) * gauss * sp.assoc_laguerre(n, l + half, r**2)
    if aligned:
        nu, spin_orbit = 2 * n, l
        angular = sp.Matrix([((x + sp.I * y) / r)**l, 0])
        G = sp.Integer(0)
        if n > 0:
            G = (-2 * r**(l + 2) * gauss *
                 sp.assoc_laguerre(n - 1, l + 3 * half, r**2))
    else:
        nu, spin_orbit = 2 * n + 2 * l + 1, -(l + 1)
        angular = -sigma_r * sp.Matrix([((x + sp.I * y) / r)**(l - 1), 0])
        G = nu * r**l * gauss * sp.assoc_laguerre(n, l - half, r**2)
    E = sign * math.sqrt(rest**2 + 2 * nu * rest)
    phi = F / r * angular
    chi = sp.I * G * c_num / (E + rest) / r * (-sigma_r * angular)
    f, g = at_point(phi), at_point(chi)
    df = [at_point(phi.diff(q)) for q in coords]
    dg = [at_point(chi.diff(q)) for q in coords]
    pos = [place[q] for q in coords]
    top, bottom, so = (rest - E) * f, (-rest - E) * g, np.zeros(2, complex)
    for i in range(3):
        a, b = (i + 1) % 3, (i + 2) % 3
        top = top + c_num * SIGMA[i] @ (-1j * dg[i] + 1j * pos[i] * g)
        bottom = bottom + c_num * SIGMA[i] @ (-1j * df[i] - 1j * pos[i] * f)
        so = so + SIGMA[i] @ (-1j * (pos[a] * df[b] - pos[b] * df[a]))
    scale = np.linalg.norm(np.concatenate([f, g]))
    assert np.linalg.norm(np.concatenate([top, bottom])) < 1e-9 * rest * scale
    assert np.linalg.norm(so - spin_orbit * f) < 1e-9 * scale


cases = [(0, 0, True), (0, 2, True), (1, 0, True), (2, 1, True), (1, 2, True),
         (0, 1, False), (1, 1, False), (0, 2, False), (2, 3, False)]
checked = 0
for n, l, aligned in cases:
    for sign in (1, -1):
        if sign == -1 and aligned and n == 0:
            continue
        test_spinor(n, l, aligned, sign)
        checked += 1

# ---- nonrelativistic limit
small = 1e-4
weak = solve(6, 1 / small)
excitation = np.sort(weak["E"][weak["E"] > 0]) - 1 / small
h_values = np.linalg.eigvalsh(weak["h_up"])
assert len(excitation) == len(h_values)
slope = (h_values - excitation) / small
assert np.all(np.abs(slope - h_values**2 / 2)
              <= small * np.abs(h_values)**3 / 2 + 1e-5)

# ---- printed numbers
print(f"rest energy mc^2 = {mc2:.3f} keV")
print(f"oscillator quantum hbar*omega = {hw:.3f} keV")
print(f"ratio hbar*omega/mc^2 = {hw / mc2:.6f}")
print(f"oscillator length sqrt(hbar/(m omega)) = {length:.4f} pm")
print(f"coefficient of l.s found from H^2 = {coupling:.6f} hbar*omega")
print(f"coefficient of sigma.l found from H^2 = {coupling / 2:.6f} hbar*omega")
print("Levels: E, E-mc^2, nonrel. nu*hw, with first correction (all keV);"
      " lower weight")
energies = {}
for nu in (0, 2, 3, 4, 5, 6, 7):
    E, lower, _ = level(big, rest, nu)
    energies[nu] = E * hw
    corrected = nu * hw - (nu * hw)**2 / (2 * mc2)
    print(f"nu={nu}: {E * hw:.3f}, {abs(E * hw - mc2):.3f}, {nu * hw:.3f}, "
          f"{corrected:.3f}; {abs(lower):.5f}")
print(f"highest negative level = {big['E'][big['E'] < 0].max() * hw:.3f} keV")
print("Number of positive-energy states found, M=6 and M=8")
for nu in range(8):
    counts = [sum(level(results[M], rest, nu)[2].values()) for M in (6, 8)]
    print(f"nu={nu}: {counts[0]}, {counts[1]}")
for nu in (3, 5, 7):
    content = level(big, rest, nu)[2]
    text = ", ".join(f"j={t}/2 ({m} states)" for t, m in content.items())
    print(f"content of nu={nu}: {text}")
print("Doublet splitting for n=0, E(j=l-1/2)-E(j=l+1/2): exact, nonrel. (keV)")
for l in (1, 2, 3):
    print(f"l={l}: {energies[2 * l + 1] - energies[0]:.3f}, "
          f"{(2 * l + 1) * hw:.3f}")
print(f"weak case hbar*omega/mc^2 = {small:.4f}")
for nu in (2, 3, 5):
    E = level(weak, 1 / small, nu)[0]
    print(f"weak case nu={nu}: (E-mc^2)/(hbar*omega) = {E - 1 / small:.6f}")
print(f"explicit spinors checked in the Dirac equation: {checked}")
print("finished without a failed check")
```

Running it gives:

```
rest energy mc^2 = 510.999 keV
oscillator quantum hbar*omega = 20.000 keV
ratio hbar*omega/mc^2 = 0.039139
oscillator length sqrt(hbar/(m omega)) = 1.9519 pm
coefficient of l.s found from H^2 = -2.000000 hbar*omega
coefficient of sigma.l found from H^2 = -1.000000 hbar*omega
Levels: E, E-mc^2, nonrel. nu*hw, with first correction (all keV); lower weight
nu=0: 510.999, 0.000, 0.000, 0.000; 0.00000
nu=2: 549.545, 38.546, 40.000, 38.434; 0.03507
nu=3: 567.838, 56.839, 60.000, 56.477; 0.05005
nu=4: 585.559, 74.560, 80.000, 73.738; 0.06367
nu=5: 602.760, 91.761, 100.000, 90.215; 0.07612
nu=6: 619.483, 108.484, 120.000, 105.910; 0.08756
nu=7: 635.767, 124.768, 140.000, 120.822; 0.09812
highest negative level = -549.545 keV
Number of positive-energy states found, M=6 and M=8
nu=0: 56, 90
nu=1: 0, 0
nu=2: 30, 56
nu=3: 2, 2
nu=4: 12, 30
nu=5: 6, 6
nu=6: 2, 12
nu=7: 12, 12
content of nu=3: j=1/2 (2 states)
content of nu=5: j=1/2 (2 states), j=3/2 (4 states)
content of nu=7: j=1/2 (2 states), j=3/2 (4 states), j=5/2 (6 states)
Doublet splitting for n=0, E(j=l-1/2)-E(j=l+1/2): exact, nonrel. (keV)
l=1: 56.839, 60.000
l=2: 91.761, 100.000
l=3: 124.768, 140.000
weak case hbar*omega/mc^2 = 0.0001
weak case nu=2: (E-mc^2)/(hbar*omega) = 1.999800
weak case nu=3: (E-mc^2)/(hbar*omega) = 2.999550
weak case nu=5: (E-mc^2)/(hbar*omega) = 4.998751
explicit spinors checked in the Dirac equation: 16
finished without a failed check
```
